# Tracking the Berry-Phase Polarization of a Rice-Mele Chain Around Closed Loops: a program that tests the result

```python
"""
Rice-Mele chain: charge pumped round a closed loop of (delta, Delta).
Result under test: the Wannier centre of the filled lower band moves by W cells,
W = signed number of turns of the loop round the gapless point (0, 0).
Symbols: hopping -(t+delta) inside a cell, -(t-delta) between cells,
site energies +Delta on A and -Delta on B; k is in units of 1/a;
tau = position of B in the cell (0: cell convention, 0.5: true position).
Energies in eV, times in fs, positions in cells unless stated.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import csr_matrix, identity, kron, diags
from scipy.sparse.linalg import eigsh

T_HOP, CELL = 2.5, 2.5              # eV, angstrom
R_DELTA, R_SITE = 0.35, 0.70        # half-axes of the loop, eV
HBAR = const.hbar / const.e * 1e15  # eV fs
KB = const.k / const.e              # eV/K
TWO_PI = 2 * np.pi
rng = np.random.default_rng(7)


def wrap(x):
    return (np.asarray(x) + np.pi) % TWO_PI - np.pi


def offdiag(k, delta):
    return -((T_HOP + delta) + (T_HOP - delta) * np.exp(-1j * k))


def hamiltonian(k, delta, site):
    f = offdiag(k, delta)
    h = np.zeros(f.shape + (2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = site, -site
    h[..., 0, 1], h[..., 1, 0] = f, f.conj()
    return h


def discrete_phase(delta, site, nk, tau):
    """Link-product Berry phase; every eigenvector gets a random phase."""
    delta = np.atleast_1d(delta)[:, None]
    site = np.atleast_1d(site)[:, None]
    k = TWO_PI * np.arange(nk)[None, :] / nk
    u = np.linalg.eigh(hamiltonian(k, delta, site))[1][..., 0]
    u = u * np.exp(1j * rng.uniform(0, TWO_PI, u.shape[:2]))[..., None]
    v = np.roll(u, -1, axis=1)
    link = (u[..., 0].conj() * v[..., 0]
            + u[..., 1].conj() * v[..., 1] * np.exp(-1j * TWO_PI * tau / nk))
    return -np.angle(np.prod(link, axis=1))


def ellipse(centre, steps, r_delta=R_DELTA, r_site=R_SITE):
    lam = TWO_PI * np.arange(steps) / steps
    return centre + r_delta * np.cos(lam), r_site * np.sin(lam)


def track(phase):
    """Net turns, largest single step (turns), and continuous path (turns)."""
    step = wrap(np.roll(phase, -1) - phase) / TWO_PI
    path = phase[0] / TWO_PI + np.concatenate([[0], np.cumsum(step)])
    return step.sum(), np.abs(step).max(), path


def turns_round_origin(delta, site):
    return track(np.angle(delta + 1j * site))[0]


def continuum(delta, site):
    """Integral formula for the cell-convention phase, and occupation of B."""
    t1, t2 = T_HOP + delta, T_HOP - delta

    def ratio(k):
        return site / np.sqrt(site**2 + abs(offdiag(k, delta))**2)

    def integrand(k):
        slope = t2 * (t2 + t1 * np.cos(k)) / abs(offdiag(k, delta))**2
        return 0.5 * (1 - ratio(k)) * slope

    cuts = [0, np.pi - 0.3, np.pi - 0.01, np.pi, np.pi + 0.01,
            np.pi + 0.3, TWO_PI]
    phi = sum(quad(integrand, a, b, limit=300)[0]
              for a, b in zip(cuts[:-1], cuts[1:]))
    n_b = sum(quad(lambda k: 0.5 * (1 + ratio(k)), a, b, limit=300)[0]
              for a, b in zip(cuts[:-1], cuts[1:])) / TWO_PI
    return phi, n_b


def open_chain_centre(delta, site, cells=100):
    """Middle eigenvalue of the position projected on occupied states."""
    n = 2 * cells
    bonds = np.where(np.arange(n - 1) % 2 == 0, T_HOP + delta, T_HOP - delta)
    h = np.diag(np.where(np.arange(n) % 2 == 0, site, -site).astype(float))
    h -= np.diag(bonds, 1) + np.diag(bonds, -1)
    occ = np.linalg.eigh(h)[1][:, :cells]
    return np.linalg.eigvalsh(occ.T @ (0.5 * np.arange(n)[:, None] * occ))[
        cells // 2]


def evolve(centre, period, nk=80, dt=0.01):
    """Cells travelled and final excited fraction from real-time dynamics."""
    k = TWO_PI * np.arange(nk) / nk
    start = np.linalg.eigh(hamiltonian(k, centre + R_DELTA, 0.0))[1][..., 0]
    a, b = start[:, 0].copy(), start[:, 1].copy()
    steps = int(round(period / dt))
    travelled = 0.0
    for j in range(steps):
        s = (j + 0.5) / steps
        lam = TWO_PI * s - np.sin(TWO_PI * s)
        delta, site = centre + R_DELTA * np.cos(lam), R_SITE * np.sin(lam)
        f = offdiag(k, delta)
        df = 1j * (T_HOP - delta) * np.exp(-1j * k)
        energy = np.sqrt(site**2 + abs(f)**2)
        c, q = np.cos(energy * dt / HBAR), np.sin(energy * dt / HBAR) / energy
        before = 2 * np.real(a.conj() * df * b).mean()
        a, b = (c * a - 1j * q * (site * a + f * b),
                c * b - 1j * q * (f.conj() * a - site * b))
        after = 2 * np.real(a.conj() * df * b).mean()
        travelled += 0.5 * (before + after) * dt / HBAR
    overlap = start[:, 0].conj() * a + start[:, 1].conj() * b
    return travelled, 1 - np.mean(abs(overlap)**2)


def spinful_ring(cells):
    """Two-spin half-filled ring: hopping, site, repulsion, position parts."""
    n = 2 * cells
    occs = list(itertools.combinations(range(n), cells))
    index = {o: i for i, o in enumerate(occs)}
    size = len(occs)
    hops = [np.zeros((size, size)), np.zeros((size, size))]
    for o, col in index.items():
        for i in range(n):
            j = (i + 1) % n
            if (i in o) == (j in o):
                continue
            lo, hi = min(i, j), max(i, j)
            sign = (-1)**sum(lo < m < hi for m in o)
            new = tuple(sorted(set(o) ^ {i, j}))
            hops[i % 2][index[new], col] += sign
    number = np.array([[float(i in o) for i in range(n)] for o in occs])
    stagger = number @ np.where(np.arange(n) % 2 == 0, 1.0, -1.0)
    place = number @ (0.5 * np.arange(n))
    one = identity(size, format="csr")

    def both(m):
        m = csr_matrix(m)
        return (kron(m, one) + kron(one, m)).tocsr()

    repulsion = diags((number @ number.T).ravel()).tocsr()
    twist = np.exp(1j * TWO_PI * np.add.outer(place, place).ravel() / cells)
    return both(hops[0]), both(hops[1]), both(np.diag(stagger)), repulsion, twist


# --- gap formula and gapless point
kk = TWO_PI * np.arange(2000) / 2000
for d, s in [(0.2, 0.3), (-0.4, 0.1), (0.0, 0.5)]:
    ev = np.linalg.eigvalsh(hamiltonian(kk, d, s))
    assert abs((ev[:, 1] - ev[:, 0]).min() - 2 * np.hypot(s, 2 * d)) < 1e-10
loop_d, loop_s = ellipse(0.0, 200)
ev = np.linalg.eigvalsh(hamiltonian(kk[None, :], loop_d[:, None],
                                    loop_s[:, None]))
gaps = (ev[..., 1] - ev[..., 0]).min(axis=1)
gap = gaps.min()
assert np.ptp(gaps) < 1e-9
print(f"hopping t = {T_HOP} eV, cell a = {CELL} angstrom")
print(f"loop half-axes: delta {R_DELTA} eV, Delta {R_SITE} eV")
print(f"gap on centred loop: min {gap:.3f}, max {gaps.max():.3f} eV")

# --- discrete phase against the integral formula, at 45 degrees
d45, s45 = R_DELTA / np.sqrt(2), R_SITE / np.sqrt(2)
phi45, nb45 = continuum(d45, s45)
print(f"at 45 deg: delta {d45:.4f} eV, Delta {s45:.4f} eV")
print(f"at 45 deg: phi = {phi45:.6f} rad, n_B = {nb45:.6f}")
errors = []
for nk in (100, 200, 400):
    errors.append(float(wrap(discrete_phase(d45, s45, nk, 0.0)[0] - phi45)))
    print(f"  discrete minus integral, N = {nk}: {errors[-1]:.3e} rad")
assert 3.5 < errors[0] / errors[1] < 4.5 and 3.5 < errors[1] / errors[2] < 4.5

# --- Wannier centre from an open chain in real space
for sign in (1, -1):
    phi, n_b = continuum(sign * d45, s45)
    formula = phi / TWO_PI + 0.5 * n_b
    real_space = open_chain_centre(sign * d45, s45)
    assert abs((real_space - formula + 0.5) % 1 - 0.5) < 1e-5
    print(f"centre at {45 if sign > 0 else 135} deg: formula {formula:.6f}, "
          f"open chain {real_space % 1:.6f} cells")

# --- jump of the integral formula across delta = 0
for site, expected in ((-R_SITE, TWO_PI), (R_SITE, 0.0)):
    jump = continuum(-1e-3, site)[0] - continuum(1e-3, site)[0]
    assert abs(jump - expected) < 0.03
    print(f"phi(delta=-0.001)-phi(+0.001) at Delta={site:+.2f} eV: "
          f"{jump:.4f} rad")

# --- centred loop followed through one cycle
charge, largest, path = track(discrete_phase(loop_d, loop_s, 200, 0.5))
assert abs(charge - 1) < 1e-9 and largest < 0.25
assert np.allclose(path[::50], [0.25, 0.5, 0.75, 1.0, 1.25], atol=1e-6)
for i in range(0, 201, 25):
    print(f"  lambda {360 * i / 200:5.0f} deg: centre {path[i]:.4f} cells")
print(f"largest tracking step, 200 loop points: {largest:.4f} turns")
back = track(discrete_phase(loop_d[::-1], loop_s[::-1], 200, 0.5))[0]
assert abs(back + 1) < 1e-9
print(f"reversed loop: {back:+.3f} electrons")

# --- loop shifted until it leaves the gapless point outside
for centre in (0.0, 0.2, 0.3, 0.4, 0.6):
    d, s = ellipse(centre, 400)
    q, big, p = track(discrete_phase(d, s, 100, 0.5))
    assert abs(q - turns_round_origin(d, s)) < 1e-9 and big < 0.25
    assert abs(q - (centre < R_DELTA)) < 1e-9
    print(f"  loop centre {centre:.1f} eV: min gap "
          f"{2 * np.hypot(s, 2 * d).min():.3f} eV, pumped {abs(q):.3f}")
print(f"centre range on last loop: {p.min():.4f} to {p.max():.4f} cells")

# --- irregular random loops against their winding number
lam = TWO_PI * np.arange(400) / 400
found = []
while len(found) < 30:
    d, s = 0.1 * rng.normal(), 0.2 * rng.normal()
    for m in (1, 2):
        c = rng.normal(size=4)
        d = d + 0.2 * (c[0] * np.cos(m * lam) + c[1] * np.sin(m * lam))
        s = s + 0.4 * (c[2] * np.cos(m * lam) + c[3] * np.sin(m * lam))
    if np.hypot(s, 2 * d).min() < 0.1 or abs(d).max() > 0.8 * T_HOP:
        continue
    w = turns_round_origin(d, s)
    assert abs(track(discrete_phase(d, s, 60, 0.5))[0] - w) < 1e-9
    found.append(int(round(w)))
assert len(set(found)) > 2
print(f"random loops: {len(found)} agree, windings {sorted(set(found))}")

# --- coarse meshes: where the discrete phase is singular
shift = -T_HOP * np.tan(np.pi / 14)**2
print(f"N=7 cell convention: singular delta = {shift:.4f} eV")
for nk, tau, centre, expected in ((7, 0.0, 0.0, 0), (7, 0.0, shift, 1),
                                  (7, 0.5, 0.0, 1), (8, 0.0, 0.0, 1)):
    d, s = ellipse(centre, 800, 0.08, 0.16)
    q = track(discrete_phase(d, s, nk, tau))[0]
    assert abs(q - expected) < 1e-9
    print(f"  small loop at {centre:.3f} eV, N={nk}, tau={tau}: "
          f"{abs(q):.0f} turns")

# --- transported charge from real-time dynamics
for centre, period in ((0.0, 4.0), (0.0, 10.0), (0.0, 40.0), (0.6, 40.0)):
    moved, excited = evolve(centre, period)
    if period == 40.0:
        assert abs(moved - (centre == 0.0)) < 5e-3
    print(f"  dynamics, centre {centre} eV, {period:.0f} fs: moved "
          f"{moved:.4f} cells, excited {excited:.1e}")

# --- two spins with on-site repulsion on a four-cell ring
hop_in, hop_out, stagger, repulsion, twist = spinful_ring(4)
v0 = rng.normal(size=len(twist))


def ring_state(d, s, u):
    h = (-(T_HOP + d) * hop_in - (T_HOP - d) * hop_out + s * stagger
         + u * repulsion)
    e, vec = eigsh(h, k=2, which="SA", v0=v0, tol=1e-9)
    order = np.argsort(e)
    ground = vec[:, order[0]]
    return np.angle(np.sum(ground**2 * twist)), e[order[1]] - e[order[0]]


many = ring_state(d45, s45, 0.0)[0]
single = discrete_phase(d45, s45, 4, 0.5)[0]
assert abs(wrap(many - 2 * single)) < 1e-6
for u in (0.0, 2.0, 4.0, 8.0):
    data = np.array([ring_state(d, s, u) for d, s in zip(*ellipse(0.0, 40))])
    q, big, _ = track(data[:, 0])
    if u == 0.0:
        assert abs(q - 2) < 1e-9 and big < 0.45
    print(f"  ring U={u:.0f} eV: {abs(q):.0f} electrons, min excitation "
          f"{data[:, 1].min():.3f} eV, max step {big:.3f} turns")

# --- temperature and main results in other units
print(f"thermal factor exp(-gap/2kT), 300 K: {np.exp(-gap/(2*KB*300)):.1e}")
bohr = const.physical_constants["Bohr radius"][0] * 1e10
print(f"shift per cycle: {charge*CELL:.3f} angstrom = "
      f"{charge*CELL/bohr:.3f} bohr")
print(f"pumped charge magnitude: {charge:.3f} e = {charge*const.e:.4e} C")
print(f"current magnitude at 1 GHz: {charge*const.e*1e9*1e9:.4f} nA")
print("tests ok")
```

Running it gives:

```
hopping t = 2.5 eV, cell a = 2.5 angstrom
loop half-axes: delta 0.35 eV, Delta 0.7 eV
gap on centred loop: min 1.400, max 1.400 eV
at 45 deg: delta 0.2475 eV, Delta 0.4950 eV
at 45 deg: phi = 0.467499 rad, n_B = 0.605639
  discrete minus integral, N = 100: -6.892e-04 rad
  discrete minus integral, N = 200: -1.724e-04 rad
  discrete minus integral, N = 400: -4.312e-05 rad
centre at 45 deg: formula 0.377225, open chain 0.377225 cells
centre at 135 deg: formula 0.622775, open chain 0.622775 cells
phi(delta=-0.001)-phi(+0.001) at Delta=-0.70 eV: 6.2776 rad
phi(delta=-0.001)-phi(+0.001) at Delta=+0.70 eV: 0.0056 rad
  lambda     0 deg: centre 0.2500 cells
  lambda    45 deg: centre 0.3772 cells
  lambda    90 deg: centre 0.5000 cells
  lambda   135 deg: centre 0.6228 cells
  lambda   180 deg: centre 0.7500 cells
  lambda   225 deg: centre 0.8772 cells
  lambda   270 deg: centre 1.0000 cells
  lambda   315 deg: centre 1.1228 cells
  lambda   360 deg: centre 1.2500 cells
largest tracking step, 200 loop points: 0.0051 turns
reversed loop: -1.000 electrons
  loop centre 0.0 eV: min gap 1.400 eV, pumped 1.000
  loop centre 0.2 eV: min gap 0.600 eV, pumped 1.000
  loop centre 0.3 eV: min gap 0.200 eV, pumped 1.000
  loop centre 0.4 eV: min gap 0.200 eV, pumped 0.000
  loop centre 0.6 eV: min gap 1.000 eV, pumped 0.000
centre range on last loop: 0.1472 to 0.3528 cells
random loops: 30 agree, windings [-2, -1, 0, 1, 2]
N=7 cell convention: singular delta = -0.1302 eV
  small loop at 0.000 eV, N=7, tau=0.0: 0 turns
  small loop at -0.130 eV, N=7, tau=0.0: 1 turns
  small loop at 0.000 eV, N=7, tau=0.5: 1 turns
  small loop at 0.000 eV, N=8, tau=0.0: 1 turns
  dynamics, centre 0.0 eV, 4 fs: moved 1.0385 cells, excited 1.9e-02
  dynamics, centre 0.0 eV, 10 fs: moved 0.9991 cells, excited 2.4e-05
  dynamics, centre 0.0 eV, 40 fs: moved 0.9999 cells, excited 3.8e-09
  dynamics, centre 0.6 eV, 40 fs: moved 0.0018 cells, excited 4.7e-04
  ring U=0 eV: 2 electrons, min excitation 1.400 eV, max step 0.053 turns
  ring U=2 eV: 2 electrons, min excitation 0.610 eV, max step 0.119 turns
  ring U=4 eV: 0 electrons, min excitation 0.200 eV, max step 0.090 turns
  ring U=8 eV: 0 electrons, min excitation 0.670 eV, max step 0.008 turns
thermal factor exp(-gap/2kT), 300 K: 1.7e-12
shift per cycle: 2.500 angstrom = 4.724 bohr
pumped charge magnitude: 1.000 e = 1.6022e-19 C
current magnitude at 1 GHz: 0.1602 nA
tests ok
```
